# Roughness lost by mean subtraction over ten correlation lengths

## Problem

An atomic-force microscope records a height profile $h(x)$ along a line of length $L$. The surface is modelled as stationary, with a constant but unknown mean height $\mu$ and the covariance

$$C(r)=E\big[(h(x)-\mu)(h(x+r)-\mu)\big]=\sigma^2e^{-|r|/\xi}.$$

Here $E$ denotes the average over many independent scans, $\sigma$ is the true root-mean-square (rms) height and $\xi$ is the correlation length. Since $\mu$ is unknown, the average height of the scan itself is subtracted. The roughness reported for one scan is $s$, with

$$s^2=\frac1L\int_0^L\big(h(x)-\bar h\big)^2dx,\qquad \bar h=\frac1L\int_0^Lh(x)\,dx .$$

Take $\sigma=1$ nm, $\xi=50$ nm and $L=500$ nm, so that $\alpha\equiv L/\xi=10$.

(a) By how much does $\sqrt{E[s^2]}$, the root of the expected mean square, fall below $\sigma$?

(b) For Gaussian heights, is the expected roughness of a single scan, $E[s]$, the same number?

(c) What changes if a fitted straight line is removed instead of the mean?

## A tempting solution

The scan holds ten correlation lengths, so it is worth ten independent heights. The average of ten independent heights has variance $\sigma^2/10$. Subtracting it removes this amount from the mean square:

$$E[s^2]=\sigma^2\left(1-\tfrac1{10}\right)=0.9\,\sigma^2 .$$

The root is $0.949\,\sigma$, so the roughness is about 5 percent low. As the expected square is known, its root is also the expected roughness of a scan, and (a) and (b) have the same answer.

## Where it fails

The equation for $E[s^2]$ has the right structure: the mean square does lose the variance of the scan average. The first fault is the value of that variance. A point inside the scan is correlated with neighbours on both sides, and the total weight of these correlations is

$$\int_{-\infty}^{\infty}e^{-|r|/\xi}\,dr=2\xi ,$$

not $\xi$. One independent height therefore occupies about $2\xi$ of a long scan, and ten correlation lengths are worth nearer five heights than ten.

The second fault is the exchange of root and average. Since the variance of $s$ is $E[s^2]-(E[s])^2$, the two quantities agree only if $s$ does not vary from scan to scan. A scan this short gives a strongly varying $s$.

## Solution of (a)

**The loss is the variance of the scan average.** Write $h=\mu+\eta$, where $\eta$ has zero mean, and let $m=\frac1L\int_0^L\eta\,dx$. Then $\bar h=\mu+m$, the unknown $\mu$ cancels in $h-\bar h=\eta-m$, and

$$s^2=\frac1L\int_0^L\eta^2dx-2m\,\frac1L\int_0^L\eta\,dx+m^2=\frac1L\int_0^L\eta^2dx-m^2 .$$

The middle term is $-2m^2$, which with $+m^2$ leaves $-m^2$. Since $E[\eta^2]=\sigma^2$ at every point and $E[m]=0$,

$$E[s^2]=\sigma^2-E[m^2].$$

**The variance as a single integral.** Squaring $m$ and averaging gives

$$E[m^2]=\frac1{L^2}\int_0^L\!\!\int_0^LC(x-x')\,dx\,dx'.$$

The integrand depends only on the separation $r=|x-x'|$. For a given $r$, the left point of the pair can lie anywhere from $0$ to $L-r$, and either of $x,x'$ can be the left one. Hence

$$E[m^2]=\frac{2\sigma^2}{L^2}\int_0^L(L-r)\,e^{-r/\xi}dr .$$

Integration by parts gives

$$\int_0^L(L-r)e^{-r/\xi}dr=\Big[-\xi(L-r)e^{-r/\xi}\Big]_0^L-\xi\int_0^Le^{-r/\xi}dr=\xi L-\xi^2\left(1-e^{-L/\xi}\right).$$

Multiplying by $2/L^2$ and using $\xi/L=1/\alpha$,

$$E[s^2]=\sigma^2\,[1-G(\alpha)],\qquad G(\alpha)=\frac{2\left(\alpha-1+e^{-\alpha}\right)}{\alpha^2}.$$

No assumption about the height distribution has entered beyond its covariance.

**Numbers.** With $e^{-10}=4.54\times10^{-5}$,

$$G(10)=\frac{2\,(9+0.0000454)}{100}=0.1800,\qquad \sqrt{E[s^2]}=\sqrt{0.8200}\ \text{nm}=0.9055\ \text{nm}.$$

The rms height is underestimated by 9.4 percent of its true value. The scan average itself fluctuates by $\sqrt{0.1800}=0.424$ nm, and this is the part of the roughness that the subtraction mistakes for the mean level. The scan is worth $1/G\approx5.6$ independent heights. The excess over five comes from the ends of the scan, where a point has correlated neighbours on one side only; this is the term $-2/\alpha^2$ in $G$.

**Limits.** For a short scan, $e^{-\alpha}=1-\alpha+\alpha^2/2-\alpha^3/6+\dots$ gives $G\approx1-\alpha/3$. Then $E[s^2]\approx\sigma^2L/(3\xi)$, which vanishes with $L$: the profile hardly departs from its own average. For a long scan $G\approx2/\alpha-2/\alpha^2$, and the relative deficit is

$$1-\sqrt{1-G}\approx\frac G2+\frac{G^2}8\approx\frac1\alpha-\frac1{\alpha^2}+\frac1{2\alpha^2}=\frac1\alpha-\frac1{2\alpha^2}.$$

At $\alpha=10$ this is 9.5 percent. The leading term, $\xi/L$, is a convenient estimate for long scans. The deficit falls slowly, to 4.9 percent at $\alpha=20$ and 2.0 percent at $\alpha=50$. A deficit of 1 percent needs $\alpha\approx99.5$, here a scan of about 5 µm.

Finer sampling does not remove this deficit of $s$. The usual factor $N/(N-1)$ for $N$ pixels assumes independent pixels; with 500 pixels it raises the mean square by 0.2 percent, while 18 percent is missing.

## Solution of (b)

**Variance of the mean square.** Use $u=x/L$ and $g=\eta/\sigma$. On $0\le u\le1$ the covariance of $g$ is the kernel $K(u,v)=e^{-\alpha|u-v|}$. Let $P$ be the operation that removes the average, $Pg=g-\int_0^1g\,du$. For Gaussian heights $Pg$ is Gaussian with covariance $PKP$. Expanded in the orthonormal eigenfunctions $\varphi_i$ of $PKP$, with eigenvalues $\lambda_i$, it reads $Pg=\sum_i\sqrt{\lambda_i}\,z_i\varphi_i$, where the $z_i$ are independent standard normal variables. Therefore

$$Q\equiv\frac{s^2}{\sigma^2}=\int_0^1(Pg)^2du=\sum_i\lambda_iz_i^2 .$$

Since $E[z^4]-(E[z^2])^2=3-1=2$, the variance is

$$\mathrm{Var}(Q)=2\sum_i\lambda_i^2=2\,\mathrm{Tr}\,(PKP)^2 .$$

Write $P=I-|1\rangle\langle1|$, where $|1\rangle$ is the constant function of unit norm. Because $P^2=P$ and a trace is cyclic, $\mathrm{Tr}(PKP)^2=\mathrm{Tr}(PKPK)$. Expanding both factors $P$ gives

$$\mathrm{Tr}(PKP)^2=\mathrm{Tr}K^2-2\langle1|K^2|1\rangle+\langle1|K|1\rangle^2 .$$

The last matrix element is the double integral of part (a), $\langle1|K|1\rangle=G(\alpha)$. The first trace, $\mathrm{Tr}K^2=\iint K(u,v)K(v,u)\,du\,dv$, is the same integral with the kernel $K(u,v)$ replaced by its pointwise square, $\iint e^{-2\alpha|u-v|}du\,dv=G(2\alpha)$. For the middle term $B=\langle1|K^2|1\rangle$, first apply $K$ to the constant:

$$(K1)(u)=\int_0^ue^{-\alpha(u-v)}dv+\int_u^1e^{-\alpha(v-u)}dv=\frac{2-a-b}{\alpha},\quad a=e^{-\alpha u},\; b=e^{-\alpha(1-u)} .$$

Then $B$ is the integral of its square, with $(2-a-b)^2=4+a^2+b^2+2ab-4a-4b$. The integrals needed are $\int a=\int b=(1-e^{-\alpha})/\alpha$ and $\int a^2=\int b^2=(1-e^{-2\alpha})/(2\alpha)$, while $ab=e^{-\alpha}$ is constant. So

$$B=\frac1{\alpha^2}\left[4+\frac{1-e^{-2\alpha}}{\alpha}+2e^{-\alpha}-\frac{8(1-e^{-\alpha})}{\alpha}\right].$$

At $\alpha=10$, $G(20)=0.0950$ and $B=0.0330$, hence

$$\mathrm{Var}(Q)=2\,(0.0950-0.0660+0.0324)=0.1228 .$$

**Average of the root.** Put $Q=q+\delta$ with $q=E[Q]=0.8200$. From $\sqrt{q+\delta}=\sqrt q\,[1+\delta/(2q)-\delta^2/(8q^2)+\dots]$ and $E[\delta]=0$,

$$\frac{E[s]}\sigma\approx\sqrt q\left[1-\frac{\mathrm{Var}(Q)}{8q^2}\right]=0.9055\left[1-\frac{0.1228}{8\times0.6724}\right]=0.885 .$$

The fluctuations are not small, so the truncation deserves a check. For $Q>0$ define $F(Q)=\int_0^\infty(1-e^{-w^2Q})\,dw/w^2$. Its derivative is $\int_0^\infty e^{-w^2Q}dw=\frac12\sqrt{\pi/Q}$, and $F(0)=0$, so $F(Q)=\sqrt{\pi Q}$. Averaging this identity gives

$$E\big[\sqrt Q\big]=\frac1{\sqrt\pi}\int_0^\infty\frac{1-M(w^2)}{w^2}\,dw,\qquad M(t)=E[e^{-tQ}]=\prod_i(1+2t\lambda_i)^{-1/2}.$$

Each factor of $M$ is the Gaussian integral $E[e^{-t\lambda z^2}]$. With the eigenvalues computed on a grid of 500 points, the result is $E[s]=0.887$ nm. The average roughness of single scans is thus 11.3 percent low, not 9.4 percent.

The scatter of $s$ follows from the two averages: $\sqrt{0.8200-0.8868^2}=0.183$ nm, about a fifth of $E[s]$. A single scan can easily miss by more than the bias.

**Dependence on the distribution.** A simulation of 20 000 Gaussian scans gave a mean square of 0.822 nm² and a mean $s$ of 0.887 nm. A second set of 20 000 scans used a profile that jumps at random between $+\sigma$ and $-\sigma$, with the same exponential covariance. Its mean square was 0.820 nm², in agreement with (a), but its mean $s$ was 0.892 nm. The statistical error of each mean $s$ is about 0.001 nm. The 9.4 percent therefore belongs to the covariance, while the 11.3 percent belongs to Gaussian heights.

**Recovering $\sigma$.** Average the squares $s^2$ of independent scans, take the root, and multiply by $1/\sqrt{1-G}=1.104$. Applying this factor to the average of $s$ instead would give $0.887\times1.104=0.979$ nm, still 2 percent low.

The factor requires $\xi$. At fixed $L$, a true $\xi$ of 40 nm or 60 nm in place of 50 nm changes the deficit to 7.7 or 11.2 percent. It is risky to take $\xi$ from the autocorrelation of the mean-subtracted heights of the same short scans, because

$$\int_0^L\!\!\int_0^L(\eta-m)(\eta'-m)\,dx\,dx'=0$$

in every scan. The products of subtracted heights must sum to zero over all pairs, which a positive exponential cannot do. An exponential fitted to this autocorrelation, averaged over 100 scans of 500 nm, gives $\xi\approx32$ nm. Longer scans reduce the error. Height differences avoid it: $E[(h(x+r)-h(x))^2]=2\sigma^2(1-e^{-r/\xi})$ does not contain $\mu$, and a fit to it over the same 100 short scans, untilted and free of tip and noise, returns $\xi=50\pm4$ nm and $\sigma=1.00\pm0.04$ nm. With $\xi$ known, the differences of neighbouring pixels alone give $\sigma$ from one such scan of 500 pixels to about 3 percent. The shortest lags are, however, sensitive to noise: white noise of 0.05 nm adds $2\times0.05^2=0.005$ nm² to a signal of 0.040 nm² at $r=1$ nm.

## Solution of (c)

A fitted line removes the component along the constant and also the component along the slope function $\psi(u)=\sqrt3\,(2u-1)$, which has unit norm and is orthogonal to the constant. The squares of the two components add, so the further loss, in units of $\sigma^2$, is

$$G_1=\langle\psi|K|\psi\rangle=6\int_0^1e^{-\alpha r}J(r)\,dr,\qquad J(r)=\int_0^{1-r}(2u-1)(2u+2r-1)\,du .$$

The 6 is the 3 from $\psi$ times the 2 from the order of the pair. Shifting to $p=u-(1-r)/2$ turns the two factors into $2p-r$ and $2p+r$, with $p$ running between $\pm(1-r)/2$:

$$J=\int(4p^2-r^2)\,dp=\frac{(1-r)^3}3-r^2(1-r)=\frac{1-3r+2r^3}3 .$$

Hence $G_1=2\int_0^1e^{-\alpha r}(1-3r+2r^3)\,dr$. Repeated integration by parts produces the derivatives of $f=1-3r+2r^3$ at the two ends. At $r=0$, $f$ and its first three derivatives are $1,-3,0,12$; at $r=1$ they are $0,3,12,12$. So

$$G_1=2\left[\frac1\alpha-\frac3{\alpha^2}+\frac{12}{\alpha^4}-e^{-\alpha}\left(\frac3{\alpha^2}+\frac{12}{\alpha^3}+\frac{12}{\alpha^4}\right)\right].$$

At $\alpha=10$ this is $2\,(0.1-0.03+0.0012)=0.1424$. The root of the expected mean square becomes $\sqrt{1-0.1800-0.1424}=0.823$ nm, a deficit of 17.7 percent. Levelling each line nearly doubles the error.

## The model beside a real scan

The rms height of 1 nm and the correlation length of 50 nm are illustrative choices, not data for a particular material. Parts (a) and (b) assume that only a constant is removed. If the sample is tilted and each line is levelled separately, the root of the expected mean square is 17.7 percent low. For Gaussian heights the average $s$ of single levelled lines is lower still, about 0.807 nm or 19.3 percent low. If one mean or one plane is removed from a whole image, the double integrals must be taken over its area instead, and the loss is smaller: for an isotropic surface with the same covariance and an image of 500 nm × 500 nm, the root of the expected mean square is 2.4 percent low with the mean removed and 6.1 percent low with a plane removed.

The other effects sized for these parameters are smaller. A parabolic tip of 10 nm radius, simulated on 4000 of the Gaussian scans with 1 nm pixels, lowers the measured rms by 1.2 percent. That simulation lets the tip touch the surface only along the scan line, so it is an estimate of size; on an isotropic two-dimensional surface with the same covariance, where the tip also touches beside the line, the reduction is nearer 1.8 percent. White height noise of 0.05 nm raises the rms by 0.15 percent, and point samples taken at the centres of 500 pixels change it by less than 0.001 percent. If each pixel instead records the average height over its 1 nm width, the share $1-G(0.02)\approx0.0066$ of $\sigma^2$ is lost and the rms falls by 0.4 percent. Slow drift is not included.

A surface with further undulations longer than $\xi$ does not obey the single exponential. The relation $E[s^2]=\sigma^2-E[m^2]$ still holds if the surface is stationary with finite $\sigma$, but $E[m^2]$ must then be computed from the actual covariance. Measuring $E[s^2]$ at several scan lengths and comparing its growth with $1-G(L/\xi)$ can reveal a misfit, but agreement does not establish the exponential. Undulations much longer than the longest scan are removed with the mean and stay hidden: with an added 0.5 nm component of correlation length 50 µm, $E[s^2]$ from 250 to 2000 nm is fitted by a single exponential within 0.1 percent, with $\sigma=1.00$ nm instead of the true 1.12 nm.

The numerical output below lists the main values used here.

## Computed results

```
true rms height sigma: 1.00 nm
correlation length xi: 50.0 nm
scan length L: 500.0 nm
pixel: 1.0 nm; pixels per scan: 500
alpha = L/xi: 10.0
exp(-alpha): 4.540e-05
lost share G: 0.180001
rms of the scan average: 0.4243 nm
expected mean square: 0.8200 nm^2
root of expected mean square: 0.9055 nm
deficit of that root: 9.45 percent
leading estimate xi/L: 10.00 percent
correction factor 1/sqrt(1-G): 1.1043
Gaussian Var(s^2)/sigma^4: 0.1228
Gaussian E[s], second order: 0.8849 nm
Gaussian E[s], full integral: 0.8868 nm
deficit of Gaussian E[s]: 11.32 percent
scatter (std) of s, Gaussian: 0.1832 nm
simulated scans per ensemble: 20000
simulated mean square, Gaussian: 0.822 nm^2
simulated mean square, two-level: 0.820 nm^2
simulated E[s], Gaussian: 0.887 nm
simulated E[s], two-level: 0.892 nm
simulated scatter of s, Gaussian: 0.185 nm
L/xi = 5: deficit of root mean square 17.57 percent
L/xi = 10: deficit of root mean square 9.45 percent
L/xi = 20: deficit of root mean square 4.87 percent
L/xi = 50: deficit of root mean square 1.98 percent
L/xi = 100: deficit of root mean square 0.99 percent
L/xi for 1 percent deficit: 99.5
scan length for 1 percent deficit: 4975 nm
further share lost to line fit G1: 0.1424
root mean square after line fit: 0.8232 nm
deficit after line fit: 17.68 percent
tip radius: 10.0 nm; scans used: 4000
tip changes measured rms by: -1.19 percent
height noise: 0.050 nm
noise changes measured rms by: +0.152 percent
pixels change measured rms by: -0.00045 percent
deficit if xi is 40 nm: 7.65 percent
deficit if xi is 60 nm: 11.19 percent
```
